# Why low mobility can make an oxide Schottky diode diffusion-limited: test program

```python
"""
Result under test: current of a Schottky diode on an n-type layer,
    J = q n0 v_eff (exp(qV/kT) - 1),   1/v_eff = 1/v_R + 1/v_D
n0  : electron density at the contact in equilibrium with the metal
v_R : thermionic emission velocity, sqrt(kT / (2 pi m))
v_D : drift-diffusion velocity, D / integral exp((Ec(x)-barrier)/kT) dx,
      close to mobility times contact field
V   : bias, positive forward; J positive forward. SI units inside.
Independent roads: self-consistent Poisson and continuity equations,
a hopping chain with traps, and ballistic flights with random collisions.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.sparse import bmat, diags, identity
from scipy.sparse.linalg import spsolve
from scipy.special import dawsn

q, k, hbar = const.e, const.k, const.hbar
# Rough model inputs in the regime of an amorphous In-Ga-Zn oxide diode
MASS_REL, EPS_REL, BARRIER = 0.34, 13.0, 0.90
DOPING, MOBILITY, THICKNESS, TEMP = 3e22, 5e-4, 400e-9, 300.0
mass, eps = MASS_REL * const.m_e, EPS_REL * const.epsilon_0


def diode(V, mobility=MOBILITY, T=TEMP):
    """Closed formulas for the diode at bias V."""
    Vt = k * T / q
    Nc = 2 * (mass * k * T / (2 * np.pi * hbar**2))**1.5
    vR = np.sqrt(k * T / (2 * np.pi * mass))
    Vbi = BARRIER - Vt * np.log(Nc / DOPING)
    Vd = Vbi - V - Vt
    field = np.sqrt(2 * q * DOPING * Vd / eps)
    W = 2 * Vd / field
    beta = Vd / Vt
    vD = mobility * Vt * np.sqrt(beta) / (W * dawsn(np.sqrt(beta)))
    veff = 1 / (1 / vR + 1 / vD)
    n0 = Nc * np.exp(-BARRIER / Vt)
    J = q * n0 * veff * np.expm1(V / Vt)
    n_surface = n0 * (vR + vD * np.exp(V / Vt)) / (vR + vD)
    return SimpleNamespace(**locals())


def bernoulli(z):
    small = np.abs(z) < 1e-8
    safe = np.where(small, 1.0, z)
    return np.where(small, 1 - z / 2, safe / np.expm1(safe))


def simulate(V, mobility=MOBILITY, points=2001):
    """Self-consistent Poisson and electron continuity; densities / doping."""
    d = diode(V)
    x = np.linspace(0, THICKNESS, points)
    h = x[1]
    bending = (d.Vbi - V) / d.Vt
    width = np.sqrt(2 * eps * (d.Vbi - V) / (q * DOPING))
    energy = V / d.Vt + np.log(d.Nc / DOPING) \
        + bending * np.clip(1 - x / width, 0, None)**2
    charge = q * DOPING * h**2 / (eps * d.Vt)
    emission = d.vR * h / (mobility * d.Vt)
    n_metal = d.Nc / DOPING * np.exp(-BARRIER / d.Vt)
    converged = False
    for _ in range(200):
        step = np.diff(energy)
        outward, inward = bernoulli(step), bernoulli(-step)
        ab = np.zeros((3, points))
        ab[0, 1:] = -inward
        ab[1, :-1] = outward
        ab[1, 1:] += inward
        ab[1, 0] += emission
        ab[2, :-1] = -outward
        ab[1, -1], ab[2, -2] = 1.0, 0.0
        rhs = np.zeros(points)
        rhs[0], rhs[-1] = emission * n_metal, 1.0
        n = solve_banded((1, 1), ab, rhs)
        pois = np.ones((3, points - 2))
        pois[1] = -2 - charge * n[1:-1]
        residual = charge * (1 - n[1:-1]) - np.diff(energy, 2)
        change = solve_banded((1, 1), pois, residual)
        energy[1:-1] += np.clip(change, -2, 2)
        if np.max(np.abs(change)) < 1e-6:
            converged = True
            break
    assert converged
    return q * d.vR * (n[0] - n_metal) * DOPING, n[0] * DOPING


def hopping_walk(trap_ratio, sites=1500):
    """Escape probability and mean exit time for a start at the contact."""
    d = diode(0.0)
    a = d.W / sites
    x = a * np.arange(sites)
    u = -d.beta * (1 - (1 - x / d.W)**2)
    hop = MOBILITY * d.Vt / a**2
    right = np.append(hop * np.exp(-np.diff(u) / 2), hop)
    left = np.append(d.vR / a, hop * np.exp(np.diff(u) / 2))
    release = 1e12
    capture = trap_ratio * release
    one = identity(sites)
    free = diags([left[1:], -(right + left), right[:-1]], [-1, 0, 1])
    Q = bmat([[free - capture * one, capture * one],
              [release * one, -release * one]], format="csc")
    source = np.zeros(2 * sites)
    source[sites - 1] = -right[-1]
    return spsolve(Q, source)[0], spsolve(Q, -np.ones(2 * sites))[0]


def flight_escape(ratio, electrons, rng):
    """Emitted electrons in a uniform field, thermalised at collisions.
    Units: collision time, thermal speed sqrt(kT/m), their product."""
    g = ratio / np.sqrt(2 * np.pi)
    x = np.zeros(electrons)
    v = np.sqrt(-2 * np.log(1 - rng.random(electrons)))
    escaped = 0
    while x.size:
        t = rng.exponential(size=x.size)
        end = x + v * t + g * t**2 / 2
        turns = (v < 0) & (-v < g * t)
        lowest = np.where(turns, x - v**2 / (2 * g), end)
        alive = lowest > 0
        far = alive & (end > 8 / g)
        escaped += int(far.sum())
        x = end[alive & ~far]
        v = rng.standard_normal(x.size)
    return escaped / electrons


def image_force(eps_image):
    """Barrier lowering (V) and current factor, diffusive up to the metal."""
    d = diode(0.0)
    x = np.geomspace(1e-11, d.W, 20001)
    u = -d.beta * (1 - (1 - x / d.W)**2) \
        - q / (16 * np.pi * eps_image * const.epsilon_0 * x * d.Vt)
    top = u.max()
    vD = MOBILITY * d.Vt / trapezoid(np.exp(u - top), x)
    return -top * d.Vt, np.exp(-top) / (1 / d.vR + 1 / vD) / d.veff


zero, fwd = diode(0.0), diode(0.4)
Vt = zero.Vt
ratio0 = zero.vD / zero.vR

# Emission velocity from the one-way flux of a Maxwellian
thermal = np.sqrt(k * TEMP / mass)
one_way = quad(lambda s: s * np.exp(-s**2 / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
assert abs(one_way * thermal / zero.vR - 1) < 1e-8

print("INPUTS (rough model values)")
print(f"mass {MASS_REL} m0, permittivity {EPS_REL}, barrier {BARRIER:.2f} eV")
print(f"space charge {DOPING/1e6:.1e} cm^-3, mobility {MOBILITY*1e4:.1f} cm2/Vs")
print(f"thickness {THICKNESS*1e9:.0f} nm, temperature {TEMP:.0f} K")
print("EQUILIBRIUM QUANTITIES")
print(f"kT/q = {Vt*1e3:.2f} mV, Nc = {zero.Nc/1e6:.3e} cm^-3")
print(f"built-in voltage = {zero.Vbi:.3f} V, n0 = {zero.n0/1e6:.3e} cm^-3")
print(f"emission velocity v_R = {zero.vR*100:.3e} cm/s")

print("BIAS: field, width, v_D, v_eff")
biases = (-0.5, 0.0, 0.4)
for V in biases:
    d = diode(V)
    print(f"{V:+.1f} V: {d.field/1e8:.4f} MV/cm, {d.W*1e9:.1f} nm, "
          f"{d.vD*100:.3e} cm/s, {d.veff*100:.3e} cm/s")
    assert abs(d.vD / (MOBILITY * d.field) - 1) < 1 / d.beta
print(f"mobility x field at 0 V = {MOBILITY*zero.field*100:.3e} cm/s")
print(f"v_D/v_R at 0 V = {ratio0:.4f}, at 0.4 V = {fwd.vD/fwd.vR:.4f}")
print(f"mobility for v_D = v_R at 0 V = {MOBILITY/ratio0*1e4:.1f} cm2/Vs")

print("CURRENT: series law, full numerical solution")
for V in (-0.5, 0.4):
    d = diode(V)
    J_num, n_num = simulate(V)
    assert abs(J_num / d.J - 1) < 5e-3
    assert abs(n_num / d.n_surface - 1) < 5e-3
    print(f"{V:+.1f} V: {d.J/1e4:.4e}, {J_num/1e4:.4e} A/cm2")
print("MOBILITY at 0.4 V: v_D, J series, J numerical, J emission only")
for mu in (5e-4, 5e-3, 5e-2):
    d = diode(0.4, mu)
    J_num = simulate(0.4, mu)[0]
    assert abs(J_num / d.J - 1) < 5e-3
    J_te = d.J * d.vR / d.veff
    print(f"{mu*1e4:.0f} cm2/Vs: {d.vD*100:.3e} cm/s, {d.J/1e4:.3e}, "
          f"{J_num/1e4:.3e}, {J_te/1e4:.3e} A/cm2")

# Sensitivity to mobility and slope of the forward characteristic
high, low = simulate(0.4, 1.02 * MOBILITY)[0], simulate(0.4, 0.98 * MOBILITY)[0]
exponent_num = np.log(high / low) / np.log(1.02 / 0.98)
exponent = fwd.vR / (fwd.vR + fwd.vD)
assert abs(exponent_num - exponent) < 5e-3
mid = diode(0.3)
slope = Vt * np.log(simulate(0.31)[0] / simulate(0.29)[0]) / 0.02
deficit = Vt / (2 * mid.Vd) * mid.vR / (mid.vR + mid.vD)
# the simple slope formula omits corrections of relative order kT/(q Vd)
assert abs((1 - slope) / deficit - 1) < 0.10
print(f"d ln J/d ln mobility at 0.4 V: {exponent:.4f}, numerical {exponent_num:.4f}")
print(f"ideality factor at 0.3 V: {1/(1-deficit):.4f}, numerical {1/slope:.4f}")
share = (fwd.n0*np.exp(0.4/Vt) - fwd.n_surface) / (fwd.n0*np.expm1(0.4/Vt))
level = Vt * np.log(fwd.n_surface / fwd.n0)
print(f"density-difference share in the semiconductor, 0.4 V = {share:.4f}")
print(f"quasi-Fermi drop at 0.4 V: inside {(0.4-level)*1e3:.1f} mV, "
      f"at interface {level*1e3:.1f} mV")
print(f"barrier overestimate if read as emission, 0 V = "
      f"{Vt*np.log(1+1/ratio0)*1e3:.1f} meV")

# Return to the metal, and the role of traps
escape, time_free = hopping_walk(0.0)
escape_trap, time_trap = hopping_walk(9.0)
assert abs(escape / (zero.vD / (zero.vR + zero.vD)) - 1) < 2e-3
assert abs(escape_trap / escape - 1) < 1e-6
assert abs(time_trap / time_free - 10) < 1e-4
print("MICROSCOPIC PICTURE at 0 V")
path = MOBILITY * mass / q * thermal
print(f"effective Drude path = {path*1e9:.3f} nm, "
      f"kT layer = {Vt/zero.field*1e9:.2f} nm")
print(f"hopping escape probability = {escape:.4f}, with traps {escape_trap:.4f}")
print(f"mean exit time with traps / without = {time_trap/time_free:.2f}")
print("v_D/v_R: escape in collision simulation (std error), series law")
rng = np.random.default_rng(7)
for r in (ratio0, 1.0, 10.0):
    count = 60000
    p = flight_escape(r, count, rng)
    error = np.sqrt(p * (1 - p) / count)
    series = r / (1 + r)
    # four standard errors allow for the finite number of electrons
    assert series - 4 * error < p < min(1.0, r) + 4 * error
    print(f"{r:.4f}: {p:.4f} ({error:.4f}), {series:.4f}")

print("NEGLECTED EFFECTS (0 V field unless stated)")
for e_img, name in ((EPS_REL, "static"), (4.0, "rough optical")):
    lowering, factor = image_force(e_img)
    print(f"image force, {name} permittivity {e_img:.0f}: "
          f"{lowering*1e3:.1f} meV, current x {factor:.2f}")
SPREAD = 0.05
patch = quad(lambda s: np.exp(s * SPREAD / Vt - s**2 / 2)
             / np.sqrt(2 * np.pi), -10, 14)[0]
print(f"barrier patches, assumed spread {SPREAD*1e3:.0f} meV: current x {patch:.2f}")
c = 4 * np.sqrt(2 * mass) * (k * TEMP)**1.5 / (3 * hbar * q * zero.field)
tunnel = 1 + quad(lambda t: np.exp(t - c * t**1.5), 0, zero.beta)[0]
through = 1 / (1 / (tunnel * zero.vR) + 1 / zero.vD) / zero.veff
print(f"coherent tunnelling (WKB): v_R x {tunnel:.2f}, "
      f"current x {through:.3f} through v_R alone")
print(f"degeneracy correction in bulk = {100*DOPING/zero.Nc/2**1.5:.2f} %")
print(f"heating measure m(mobility x field)^2/kT = "
      f"{mass*(MOBILITY*zero.field)**2/(k*TEMP):.1e}")
drop = fwd.J * (THICKNESS - fwd.W) / (q * MOBILITY * DOPING)
print(f"series voltage drop at 0.4 V = {drop*1e6:.2f} uV")
hot = diode(0.4, T=350.0)
print(f"350 K, 0.4 V, same mobility: v_D/v_R = {hot.vD/hot.vR:.4f}, "
      f"J = {hot.J/1e4:.3e} A/cm2")
print("verified")
```

Running it gives:

```
INPUTS (rough model values)
mass 0.34 m0, permittivity 13.0, barrier 0.90 eV
space charge 3.0e+16 cm^-3, mobility 5.0 cm2/Vs
thickness 400 nm, temperature 300 K
EQUILIBRIUM QUANTITIES
kT/q = 25.85 mV, Nc = 4.975e+18 cm^-3
built-in voltage = 0.768 V, n0 = 3.780e+03 cm^-3
emission velocity v_R = 4.613e+06 cm/s
BIAS: field, width, v_D, v_eff
-0.5 V: 0.1018 MV/cm, 243.9 nm, 5.038e+05 cm/s, 4.542e+05 cm/s
+0.0 V: 0.0787 MV/cm, 188.5 nm, 3.865e+05 cm/s, 3.566e+05 cm/s
+0.4 V: 0.0534 MV/cm, 128.0 nm, 2.561e+05 cm/s, 2.427e+05 cm/s
mobility x field at 0 V = 3.936e+05 cm/s
v_D/v_R at 0 V = 0.0838, at 0.4 V = 0.0555
mobility for v_D = v_R at 0 V = 59.7 cm2/Vs
CURRENT: series law, full numerical solution
-0.5 V: -2.7506e-10, -2.7506e-10 A/cm2
+0.4 V: 7.7072e-04, 7.7069e-04 A/cm2
MOBILITY at 0.4 V: v_D, J series, J numerical, J emission only
5 cm2/Vs: 2.561e+05 cm/s, 7.707e-04, 7.707e-04, 1.465e-02 A/cm2
50 cm2/Vs: 2.561e+06 cm/s, 5.231e-03, 5.231e-03, 1.465e-02 A/cm2
500 cm2/Vs: 2.561e+07 cm/s, 1.242e-02, 1.242e-02, 1.465e-02 A/cm2
d ln J/d ln mobility at 0.4 V: 0.9474, numerical 0.9474
ideality factor at 0.3 V: 1.0283, numerical 1.0303
density-difference share in the semiconductor, 0.4 V = 0.9474
quasi-Fermi drop at 0.4 V: inside 76.1 mV, at interface 323.9 mV
barrier overestimate if read as emission, 0 V = 66.2 meV
MICROSCOPIC PICTURE at 0 V
effective Drude path = 0.112 nm, kT layer = 3.28 nm
hopping escape probability = 0.0773, with traps 0.0773
mean exit time with traps / without = 10.00
v_D/v_R: escape in collision simulation (std error), series law
0.0838: 0.0787 (0.0011), 0.0773
1.0000: 0.5815 (0.0020), 0.5000
10.0000: 0.9552 (0.0008), 0.9091
NEGLECTED EFFECTS (0 V field unless stated)
image force, static permittivity 13: 29.5 meV, current x 1.88
image force, rough optical permittivity 4: 53.0 meV, current x 3.81
barrier patches, assumed spread 50 meV: current x 6.49
coherent tunnelling (WKB): v_R x 1.88, current x 1.037 through v_R alone
degeneracy correction in bulk = 0.21 %
heating measure m(mobility x field)^2/kT = 1.2e-03
series voltage drop at 0.4 V = 0.87 uV
350 K, 0.4 V, same mobility: v_D/v_R = 0.0481, J = 1.451e-02 A/cm2
verified
```
